# Kramers-Restricted Hartree-Fock: Quaternion Structure and Double Degeneracy from Time Reversal: verification in Python

```python
# Kramers-restricted Hartree-Fock with spin-orbit coupling (atomic units).
# Real AO basis chi (n functions) times alpha,beta; time reversal: c -> U c*, U = -i sigma_y.
# Claim: for a Kramers-paired determinant h, P, F = M0 + M1 i sz + M2 i sy + M3 i sx
# (real n x n parts, quaternion algebra), F0 = h0+2J[P0]-K[P0], Fk = hk-K[Pk],
# E = sum_q (h_q+F_q).P_q + Vnn, spinor energies doubly degenerate, the solution is
# stationary in unrestricted complex GHF, <S^2> = -2 sum_k tr(Pk S Pk S).
# Quaternion matrices are real arrays of shape (4, rows, cols); S = AO overlap.
import numpy as np
from scipy.linalg import eigh, expm, block_diag
from scipy import constants as sc
from pyscf import gto, scf, lib
scf.hf.MUTE_CHKFILE = True
c_light = 1/sc.fine_structure
lib.param.LIGHT_SPEED = c_light
EV = sc.physical_constants['Hartree energy in eV'][0]
BOHR = sc.physical_constants['Bohr radius'][0]/1e-10
rng = np.random.default_rng(7)
sx = np.array([[0, 1], [1, 0]], complex); sy = np.array([[0, -1j], [1j, 0]]); sz = np.diag([1., -1.])+0j
def out(label, val, unit=''): print(f'{label} = {val} {unit}'.rstrip())
def qmul(X, Y):
    return np.array([X[0]@Y[0]-X[1]@Y[1]-X[2]@Y[2]-X[3]@Y[3], X[0]@Y[1]+X[1]@Y[0]+X[2]@Y[3]-X[3]@Y[2],
                     X[0]@Y[2]-X[1]@Y[3]+X[2]@Y[0]+X[3]@Y[1], X[0]@Y[3]+X[1]@Y[2]-X[2]@Y[1]+X[3]@Y[0]])
def qdag(M): return np.array([M[0].T, -M[1].T, -M[2].T, -M[3].T])
def embed(M):
    A, B = M[0]+1j*M[1], M[2]+1j*M[3]
    return np.block([[A, B], [-B.conj(), A.conj()]])
def extract(M):
    n = M.shape[0]//2
    aa, ab, ba, bb = M[:n, :n], M[:n, n:], M[n:, :n], M[n:, n:]
    return 0.5*np.array([(aa+bb).real, (aa-bb).imag, (ab-ba).real, (ab+ba).imag])
def umat(n): return np.kron(-1j*sy, np.eye(n)).real
def trev(M):
    U = umat(M.shape[0]//2); return U@M.conj()@U.T
def isqrt(S):
    w, v = np.linalg.eigh(S); return (v/np.sqrt(w))@v.T
def qeigh(M):
    # unit-quaternion phases + real Householder reflections -> real tridiagonal matrix
    n = M.shape[1]; scale = abs(M).max(); W = np.zeros_like(M); W[0] = np.eye(n)
    for k in range(n-1):
        x = M[:, k+1:, k]; r = np.sqrt((x**2).sum(0)); ok = r > 1e-100
        d = np.zeros((4, n)); d[0] = 1
        d[:, k+1:] = np.where(ok, x/np.where(ok, r, 1.0), d[:, k+1:])
        H = np.eye(n); nr = np.linalg.norm(r)
        if nr > 1e-100:
            v = r.copy(); v[0] += nr; H[k+1:, k+1:] -= 2*np.outer(v, v)/(v@v)
        Q = d[:, :, None]*H[None]
        M = qmul(qdag(Q), qmul(M, Q)); W = qmul(W, Q)
    T = np.triu(np.tril(M[0], 1), -1)
    assert abs(M[1:]).max() < 1e-11*scale and abs(M[0]-T).max() < 1e-11*scale
    e, V = np.linalg.eigh(0.5*(T+T.T))
    return e, W@V
class System:
    def __init__(s, mol):
        s.mol = mol; s.n = n = mol.nao; s.S = mol.intor('int1e_ovlp'); s.X = isqrt(s.S)
        eri = mol.intor('int2e').reshape(n, n, n, n)
        s.J = eri.reshape(n*n, n*n); s.K = np.ascontiguousarray(eri.transpose(0, 3, 1, 2)).reshape(n*n, n*n)
        s.ghf = scf.GHF(mol).x2c1e(); s.ghf.conv_tol = 1e-9; s.ghf.conv_tol_grad = 1e-7; s.ghf.max_cycle = 150
        s.h = np.asarray(s.ghf.get_hcore(mol)); s.hq = extract(s.h); s.enuc = mol.energy_nuc()
        s.guess = 0.5*np.asarray(scf.RHF(mol).get_init_guess())
    def G(s, P):
        G = -np.array([(s.K@p.ravel()).reshape(s.n, s.n) for p in P])
        G[0] += 2*(s.J@P[0].ravel()).reshape(s.n, s.n); return G
    def energy(s, hq, P): return ((2*hq+s.G(P))*P).sum()+s.enuc
    def slater_condon(s, h, C):
        n, m = s.n, C.shape[1]; Cs = C.reshape(2, n, m)
        rho = np.einsum('smi,snj->ijmn', Cs.conj(), Cs, optimize=True).reshape(m*m, n*n)
        T = (rho.real@s.J+1j*(rho.imag@s.J)).reshape(m, m, -1); rho = rho.reshape(m, m, -1)
        i = np.arange(m)
        coul = T[i, i].sum(0)@rho[i, i].sum(0); exch = np.einsum('ijx,jix->', T, rho)
        return (np.trace(C.conj().T@h@C)+0.5*(coul-exch)).real+s.enuc
    def solve(s, hq, P0):
        m = s.mol.nelectron//2; P = np.zeros_like(hq); P[0] = P0; Fs, es = [], []
        for it in range(100):
            F = hq+s.G(P); FPS = qmul(F, P)@s.S; err = s.X@(FPS-qdag(FPS))@s.X
            done = it > 0 and abs(err).max() < 1e-8
            Fx = F
            if not done:
                Fs = (Fs+[F])[-8:]; es = (es+[err.ravel()])[-8:]
                if len(Fs) > 1:
                    D = np.array([e-es[-1] for e in es[:-1]]).T; nr = np.linalg.norm(D, axis=0)
                    co = np.linalg.lstsq(D/nr, -es[-1], rcond=1e-8)[0]/nr
                    Fx = F+sum(a*(f-F) for a, f in zip(co, Fs[:-1]))
            e, W = qeigh(s.X@Fx@s.X); C = s.X@W
            P = qmul(C[:, :, :m], qdag(C[:, :, :m]))
            if done: return s.energy(hq, P), e, C, P, hq+s.G(P)
        raise AssertionError('SCF not converged')
    def ghf_gradient(s, C, P):
        m = s.mol.nelectron//2; F = s.h+s.ghf.get_veff(s.mol, embed(P))
        return abs(embed(C[:, :, m:]).conj().T@F@embed(C[:, :, :m])).max()

# ---- algebra on random matrices
A, B = rng.normal(size=(2, 4, 6, 6))
assert abs(embed(qmul(A, B))-embed(A)@embed(B)).max() < 1e-12
assert abs(embed(A)-sum(np.kron(u, a) for u, a in zip([np.eye(2), 1j*sz, 1j*sy, 1j*sx], A))).max() < 1e-14
def rherm(m):
    R = rng.normal(size=(m, m))+1j*rng.normal(size=(m, m)); return R+R.conj().T
R = rherm(12); M = R+trev(R); Mq = extract(M)
assert abs(M-embed(Mq)).max() < 1e-12 and abs(R-embed(extract(R))).max() > 0.1
assert abs(Mq[0]-Mq[0].T).max() < 1e-12 and abs(Mq[1:]+Mq[1:].transpose(0, 2, 1)).max() < 1e-12
assert abs(np.repeat(qeigh(Mq)[0], 2)-np.linalg.eigvalsh(M)).max() < 1e-11
R2 = rherm(12); N = R2+trev(R2)
assert abs(np.trace(M@N)-2*(Mq*extract(N)).sum()) < 1e-9 and abs(np.trace(M@(R2-trev(R2)))) < 1e-9
sam = [(lambda r: r+trev(r))(rherm(6)) for _ in range(60)]
assert np.linalg.matrix_rank(np.array([np.r_[a.real.ravel(), a.imag.ravel()] for a in sam])) == 2*3**2-3

# ---- HBr
R_ang = 1.41
mol = gto.M(atom=[['Br', (0, 0, 0)], ['H', (0, 0, R_ang/BOHR)]], unit='Bohr', basis='cc-pvdz', verbose=0)
s = System(mol); n = s.n; U = umat(n); X2 = np.kron(np.eye(2), s.X); S2 = np.kron(np.eye(2), s.S)
npair = mol.nelectron//2; hfull = embed(s.hq)
out('c', f'{c_light:.6f}', 'a.u.'); out('HBr R', f'{R_ang:.2f} A = {R_ang/BOHR:.5f}', 'bohr')
out('n AO, pairs', f'{n}, {npair}'); out('real parameters 4n^2, 2n^2-n', f'{4*n*n}, {2*n*n-n}')
dev = abs(s.h-hfull).max()/abs(s.h).max()   # noise of the X2C decoupling in the uncontracted basis
assert dev < 1e-8 and min(abs(a).max() for a in s.hq[1:]) > 1e-2
out('relative non-quaternion part of X2C h', f'{dev:.1e}')
out('max|h0|,|h1|,|h2|,|h3|', ', '.join(f'{abs(a).max():.4f}' for a in s.hq), 'Eh')
# quaternion Dirac matrix against complex X2C spectrum in the same contracted basis
T, V, W = mol.intor('int1e_kin'), mol.intor('int1e_nuc'), mol.intor('int1e_spnucsp')/(4*c_light**2)
Z = np.zeros((n, n)); D = np.array([np.block([[V, T], [T, W[3]-T]])]+[block_diag(Z, W[k]) for k in (2, 1, 0)])
X4 = block_diag(s.X, isqrt(T/(2*c_light**2))); eD = qeigh(X4@D@X4)[0][n:]
g2 = scf.GHF(mol).x2c1e(); g2.with_x2c.xuncontract = False
dD = abs(np.repeat(eD, 2)-eigh(g2.get_hcore(mol), S2, eigvals_only=True)).max(); assert dD < 1e-6
out('quaternion Dirac vs X2C one-electron levels, max diff', f'{dD:.1e}', 'Eh')

# ---- random paired determinant: energy, Fock matrix, gradients
cols = []
for i in range(4):
    v = rng.normal(size=2*n)+1j*rng.normal(size=2*n)
    for w in cols: v = v-w*np.vdot(w, v)
    v /= np.linalg.norm(v); cols += [v, U@v.conj()]
Vr = np.array(cols).T; assert abs(Vr.conj().T@Vr-np.eye(8)).max() < 1e-12
Po = Vr@Vr.conj().T; Pr = X2@Po@X2; Pq = extract(Pr); assert abs(Pr-embed(Pq)).max() < 1e-11
assert abs(s.J@Pq[1].ravel()).max() < 1e-10
assert abs(embed(s.G(Pq))-s.ghf.get_veff(mol, Pr)).max() < 1e-8
E_sc, E_q = s.slater_condon(hfull, X2@Vr), s.energy(s.hq, Pq); assert abs(E_sc-E_q) < 1e-8
out('random 4-pair determinant E (Slater-Condon, quaternion)', f'{E_sc:.8f}, {E_q:.8f}', 'Eh')
unit = lambda a: a/np.linalg.norm(a)
Kr = 1j*rherm(2*n); SZ = np.kron(sz, np.eye(n))
k_even = unit(Kr+trev(Kr)); k_odd = unit(unit(Kr-trev(Kr))+unit(SZ@Po-Po@SZ))
def fd(h, k, t=1e-4):
    return (s.slater_condon(h, X2@expm(t*k)@Vr)-s.slater_condon(h, X2@expm(-t*k)@Vr))/(2*t)
Bf = 1e-3; hz = 0.5*Bf*np.kron(sz, s.S)
d_form = 2*((s.hq+s.G(Pq))*extract(X2@(k_even@Po-Po@k_even)@X2)).sum()
d_even, d_odd, d_oddB = fd(hfull, k_even), fd(hfull, k_odd), fd(hfull+hz, k_odd)
assert abs(d_even-d_form) < 1e-6 and abs(d_form) > 1e-3 and abs(d_odd) < 1e-7 and abs(d_oddB) > 1e-4
out('dE/dt even rotation (finite diff, formula)', f'{d_even:.7f}, {d_form:.7f}', 'Eh')
out('dE/dt odd rotation (B=0, B=0.001 a.u.)', f'{d_odd:.1e}, {d_oddB:.3e}', 'Eh')

# ---- SCF: spin-free limit, full, unrestricted reference
rhf = scf.RHF(mol).sfx2c1e(); rhf.conv_tol = 1e-10; E_rhf = rhf.kernel()
hsf = np.zeros_like(s.hq); hsf[0] = rhf.get_hcore(mol)
Esf, esf, _, Psf, _ = s.solve(hsf, s.guess)
assert rhf.converged and abs(Esf-E_rhf) < 1e-7 and abs(Psf[1:]).max() < 1e-9
E, e, C, P, F = s.solve(s.hq, s.guess); Cocc = embed(C[:, :, :npair])
assert abs(E-s.slater_condon(hfull, Cocc)) < 1e-8
assert abs(Cocc[:, npair:]-U@Cocc[:, :npair].conj()).max() < 1e-12
P0g = np.zeros_like(P); P0g[0] = s.guess
E_g = s.ghf.kernel(embed(P0g)+0.2*X2@(1j*k_even)@X2); eg = s.ghf.mo_energy
split = abs(eg[1::2]-eg[::2]).max(); grad = s.ghf_gradient(C, P)
assert s.ghf.converged and abs(E-E_g) < 1e-6 and split < 1e-5 and abs(np.repeat(e, 2)-eg).max() < 1e-5
assert grad < 1e-5
out('E spin-free (quaternion code, RHF)', f'{Esf:.7f}, {E_rhf:.7f}', 'Eh')
out('E KR-HF, unrestricted GHF', f'{E:.7f}, {E_g:.7f}', 'Eh'); out('Vnn', f'{s.enuc:.7f}', 'Eh')
out('E(KR)-E(spin-free)', f'{E-Esf:.6f} Eh = {(E-Esf)*EV:.3f}', 'eV')
out('terms (h_q+F_q).P_q, q=0..3', ', '.join(f'{((s.hq[q]+F[q])*P[q]).sum():.6f}' for q in range(4)), 'Eh')
out('GHF max pair splitting', f'{split:.1e}', 'Eh'); out('GHF gradient at KR solution', f'{grad:.1e}', 'Eh')
out('Frobenius |P0|..|P3|', ', '.join(f'{np.linalg.norm(a):.5f}' for a in P))
out('max|K[P1]|,|K[P2]|,|K[P3]|', ', '.join(f'{abs(a).max():.5f}' for a in (F-s.hq)[1:]), 'Eh')
nel = 2*(P[0]*s.S).sum(); assert abs(nel-mol.nelectron) < 1e-8; out('2 tr P0 S', f'{nel:.8f}')
jz = np.kron(np.eye(2), -1j*mol.intor('int1e_cg_irxp')[2])+0.5*np.kron(sz, s.S)
def pair(i): return embed(C[:, :, i:i+1])
om = lambda i: np.linalg.eigvalsh(pair(i).conj().T@jz@pair(i))[1]
assert abs(om(npair-1)-1.5) < 1e-6 and abs(om(npair-2)-0.5) < 1e-6
for i in (2, 3, 4, npair-3, npair-2, npair-1, npair):
    out(f'pair {i+1}: |Omega| {om(i):.3f}, eps', f'{e[i]:.6f} (spin-free {esf[i]:.6f})', 'Eh')
out('2p splitting, mean(4,5)-3', f'{0.5*(e[3]+e[4])-e[2]:.5f} Eh = {(0.5*(e[3]+e[4])-e[2])*EV:.2f}', 'eV')
dpi = e[npair-1]-e[npair-2]; assert dpi > 1e-3 and abs(esf[npair-1]-esf[npair-2]) < 1e-7
out('valence pi splitting', f'{dpi:.6f} Eh = {dpi*EV:.4f}', 'eV')
out('Koopmans -eps pi3/2, pi1/2', f'{-e[npair-1]*EV:.3f}, {-e[npair-2]*EV:.3f}', 'eV')
ss = -2*sum(np.trace(p@s.S@p@s.S) for p in P[1:]); ss_g = float(np.real(s.ghf.spin_square()[0]))
assert abs(ss-ss_g) < 1e-5 and ss > 1e-4; out('<S^2> (formula, GHF)', f'{ss:.6f}, {ss_g:.6f}')

# ---- real-space densities
pts = np.array([[0.3, 0.2, 0.1], [0.8, -0.5, 0.4], [1.2, 0.7, -0.9]]); ao = mol.eval_gto('GTOval_sph_deriv1', pts)
sig = np.array([sx, sy, sz]); psi = lambda Cc: np.einsum('dpm,smi->dpsi', ao, Cc.reshape(2, n, -1))
pg, pk, p1 = psi(s.ghf.mo_coeff[:, s.ghf.mo_occ > 0]), psi(Cocc), psi(pair(npair-1)[:, :1])
mag = lambda p: np.einsum('psi,kst,pti->pk', p[0].conj(), sig, p[0]).real
rho_g = (abs(pg[0])**2).sum((1, 2)); rho_f = 2*np.einsum('pm,mn,pn->p', ao[0], P[0], ao[0])
jch = np.einsum('psi,apsi->pa', pg[0].conj(), pg[1:]).imag
js = np.einsum('psi,kst,apti->pka', pk[0].conj(), sig, pk[1:]).imag
js_f = 2*np.einsum('apm,kmn,pn->pka', ao[1:], P[[3, 2, 1]], ao[0])
tol = 1e-5*rho_g.max()
assert abs(rho_g-rho_f).max() < tol and abs(mag(pg)).max() < tol and abs(jch).max() < tol
assert abs(js-js_f).max() < 1e-9 and abs(js).max() > 1e-4 and abs(mag(p1)).max() > 1e-3
out('point', f'{tuple(float(x) for x in pts[0])}', 'bohr')
out('rho there (GHF spinors, 2 chi P0 chi)', f'{rho_g[0]:.5f}, {rho_f[0]:.5f}', 'bohr^-3')
out('|m| there: GHF total, one HOMO spinor', f'{np.linalg.norm(mag(pg)[0]):.1e}, {np.linalg.norm(mag(p1)[0]):.5f}', 'bohr^-3')
out('|charge current|, |spin current| there', f'{np.linalg.norm(jch[0]):.1e}, {np.linalg.norm(js[0]):.5f}', 'a.u.')

# ---- scaling of the spin-orbit components
res = {l: s.solve(s.hq*np.array([1, l, l, l])[:, None, None], Psf[0]) for l in (0.0, 0.1, 0.2)}
rE = (res[0.2][0]-res[0.0][0])/(res[0.1][0]-res[0.0][0]); rP = np.linalg.norm(res[0.2][3][1:])/np.linalg.norm(res[0.1][3][1:])
assert abs(rE-4) < 0.1 and abs(rP-2) < 0.05   # margin for next order in lambda
out('E(lambda)-E(0), lambda=0.1,0.2,1', f'{res[0.1][0]-res[0.0][0]:.7f}, {res[0.2][0]-res[0.0][0]:.7f}, {E-res[0.0][0]:.6f}', 'Eh')
out('ratios 0.2/0.1: energy, |P_k|', f'{rE:.4f}, {rP:.4f}')

# ---- cases where the degeneracy fails
ez = eigh(embed(F)+hz, S2, eigvals_only=True); dz = ez[2*npair-1]-ez[2*npair-2]
w = np.linalg.eigvalsh(pair(npair-1).conj().T@hz@pair(npair-1))
assert dz > 0.5*Bf and abs(dz-(w[1]-w[0])) < 1e-2*Bf
out('spin Zeeman B=0.001 a.u.: HOMO pair splitting (full, first order)', f'{dz:.7f}, {w[1]-w[0]:.7f}', 'Eh')
ch = pair(npair-1)[:, :1]; Fc = s.h+s.ghf.get_veff(mol, embed(P)-ch@ch.conj().T)
ec = eigh(Fc, S2, eigvals_only=True); odd = abs(Fc-embed(extract(Fc))).max(); dc = abs(ec[1::2]-ec[::2]).max()
assert odd > 1e-3 and dc > 1e-2
out('frozen HBr+ : max odd part of F, max pair gap', f'{odd:.4f}, {dc:.4f}', 'Eh')

# ---- stretched H2: stationary but not the minimum
h2 = System(gto.M(atom='H 0 0 0; H 0 0 4.0', unit='Bohr', basis='cc-pvdz', verbose=0))
E2, _, C2, P2, _ = h2.solve(h2.hq, h2.guess); m = h2.n
d0 = np.zeros((2*m, 2*m), complex); d0[0, 0] = 1; d0[m+m//2, m+m//2] = 1
E2g = h2.ghf.kernel(d0); dm = h2.ghf.make_rdm1(); g2n = h2.ghf_gradient(C2, P2)
odd2 = np.linalg.norm(dm-embed(extract(dm)))
assert h2.ghf.converged and g2n < 1e-6 and E2g < E2-1e-2 and odd2 > 0.1
out('H2 4.0 bohr: E KR, E broken GHF', f'{E2:.6f}, {E2g:.6f}', 'Eh')
out('H2 lowering', f'{E2-E2g:.6f} Eh = {(E2-E2g)*EV:.3f}', 'eV')
out('H2 GHF gradient at KR solution', f'{g2n:.1e}', 'Eh'); out('H2 |odd part of broken P|', f'{odd2:.4f}')
print('no test failed')
```

It prints:

```
c = 137.035999 a.u.
HBr R = 1.41 A = 2.66451 bohr
n AO, pairs = 32, 18
real parameters 4n^2, 2n^2-n = 4096, 2016
relative non-quaternion part of X2C h = 4.0e-14
max|h0|,|h1|,|h2|,|h3| = 619.4417, 0.5557, 0.5557, 0.5557 Eh
quaternion Dirac vs X2C one-electron levels, max diff = 3.9e-11 Eh
random 4-pair determinant E (Slater-Condon, quaternion) = -468.51855943, -468.51855943 Eh
dE/dt even rotation (finite diff, formula) = 8.8065526, 8.8065526 Eh
dE/dt odd rotation (B=0, B=0.001 a.u.) = 0.0e+00, 1.328e-03 Eh
E spin-free (quaternion code, RHF) = -2597.6270136, -2597.6270136 Eh
E KR-HF, unrestricted GHF = -2597.5635163, -2597.5635163 Eh
Vnn = 13.1356045 Eh
E(KR)-E(spin-free) = 0.063497 Eh = 1.728 eV
terms (h_q+F_q).P_q, q=0..3 = -2610.694059, -0.001451, -0.001805, -0.001805 Eh
GHF max pair splitting = 3.1e-09 Eh
GHF gradient at KR solution = 1.1e-09 Eh
Frobenius |P0|..|P3| = 3.90690, 0.02322, 0.02481, 0.02481
max|K[P1]|,|K[P2]|,|K[P3]| = 0.00354, 0.00506, 0.00506 Eh
2 tr P0 S = 36.00000000
pair 3: |Omega| 0.500, eps = -60.515326 (spin-free -59.401397) Eh
pair 4: |Omega| 0.500, eps = -58.833903 (spin-free -59.399882) Eh
pair 5: |Omega| 1.500, eps = -58.833088 (spin-free -59.399882) Eh
pair 16: |Omega| 0.500, eps = -0.580534 (spin-free -0.580202) Eh
pair 17: |Omega| 0.500, eps = -0.435814 (spin-free -0.430271) Eh
pair 18: |Omega| 1.500, eps = -0.424471 (spin-free -0.430271) Eh
pair 19: |Omega| 0.500, eps = 0.130355 (spin-free 0.130306) Eh
2p splitting, mean(4,5)-3 = 1.68183 Eh = 45.76 eV
valence pi splitting = 0.011343 Eh = 0.3087 eV
Koopmans -eps pi3/2, pi1/2 = 11.550, 11.859 eV
<S^2> (formula, GHF) = 0.002349, 0.002349
point = (0.3, 0.2, 0.1) bohr
rho there (GHF spinors, 2 chi P0 chi) = 18.35784, 18.35784 bohr^-3
|m| there: GHF total, one HOMO spinor = 6.3e-09, 0.07478 bohr^-3
|charge current|, |spin current| there = 5.9e-10, 0.09228 a.u.
E(lambda)-E(0), lambda=0.1,0.2,1 = -0.0000235, -0.0000938, -0.002306 Eh
ratios 0.2/0.1: energy, |P_k| = 3.9915, 1.9960
spin Zeeman B=0.001 a.u.: HOMO pair splitting (full, first order) = 0.0010000, 0.0010000 Eh
frozen HBr+ : max odd part of F, max pair gap = 0.0940, 0.4145 Eh
H2 4.0 bohr: E KR, E broken GHF = -0.906784, -1.001427 Eh
H2 lowering = 0.094643 Eh = 2.575 eV
H2 GHF gradient at KR solution = 1.6e-11 Eh
H2 |odd part of broken P| = 0.5865
no test failed
```
